# Poisson Vibronic Intensities of Two Displaced Harmonic Surfaces

## Result

A chromophore has one vibrational coordinate. Its ground and excited surfaces are parabolas of the same frequency \(\omega\), displaced from each other. If absorption starts from the lowest vibrational state and the electronic transition dipole does not depend on the coordinate, the line that leaves \(n\) quanta in the excited state carries the fraction

\[
P_n=e^{-S}\frac{S^n}{n!},\qquad S=\frac{\lambda}{\hbar\omega}
\]

of the total dipole strength. Here \(\lambda\) is the reorganization energy, defined below, and \(S\) is the Huang–Rhys factor. The mean and the variance of \(n\) both equal \(S\).

The law concerns dipole strengths, that is, squared transition dipoles. The area of an absorption line on an energy axis contains a further factor, the photon energy, so areas measured on that axis follow the Poisson law after division by the photon energy.

## The model and its units

Let \(x\) be the coordinate and \(M\) its effective mass. The surfaces are

\[
V_g=\tfrac12M\omega^2x^2,\qquad
V_e=E_{00}+\tfrac12M\omega^2(x-d)^2 .
\]

At the ground-state minimum, \(x=0\), the excited surface lies above its own minimum by

\[
\lambda=\tfrac12M\omega^2d^2 .
\]

Measure length in units of \(\ell=\sqrt{\hbar/(M\omega)}\), with \(q=x/\ell\) and \(\Delta=d/\ell\). Since \(M\omega^2\ell^2=\hbar\omega\) and \(\hbar^2/(M\ell^2)=\hbar\omega\), the vibrational Hamiltonians become

\[
H_g=\frac{\hbar\omega}{2}\left(-\frac{d^2}{dq^2}+q^2\right),
\]
\[
H_e=E_{00}+\frac{\hbar\omega}{2}\left(-\frac{d^2}{dq^2}+(q-\Delta)^2\right).
\]

The same substitution gives \(\lambda=\hbar\omega\Delta^2/2\), hence

\[
S=\frac{\Delta^2}{2},\qquad \Delta=\sqrt{2S}\quad(d>0).
\]

Write \(|m_g\rangle\) and \(|n_e\rangle\) for the vibrational states of the two surfaces. The transition from \(|0_g\rangle\) to \(|n_e\rangle\) needs the energy

\[
E_n=E_{00}+(n+\tfrac12)\hbar\omega-\tfrac12\hbar\omega=E_{00}+n\hbar\omega .
\]

The zero-point energies cancel because the frequencies are equal.

In the Born–Oppenheimer approximation each state is an electronic function times a vibrational one. Integrating the dipole operator over the electrons leaves a transition dipole \(\mu(x)\). The Condon approximation replaces it by a constant \(\mu\), so the transition amplitude is \(\mu\langle n_e|0_g\rangle\) and

\[
P_n=|\langle n_e|0_g\rangle|^2 .
\]

## Overlaps from the shifted lowering operator

The lowering operators of the two surfaces are

\[
a=\frac1{\sqrt2}\left(q+\frac{d}{dq}\right),
\]
\[
b=\frac1{\sqrt2}\left(q-\Delta+\frac{d}{dq}\right)=a-\sqrt S ,
\]

because \(\Delta/\sqrt2=\sqrt S\). A constant shift does not change a commutator, so \([b,b^\dagger]=[a,a^\dagger]=1\). The ground vibrational state obeys \(a|0_g\rangle=0\). Therefore

\[
b|0_g\rangle=-\sqrt S\,|0_g\rangle .
\]

Seen from the excited surface, the initial state is an eigenstate of the lowering operator: a coherent state.

Project this equation on \(\langle n_e|\). From \(b^\dagger|n_e\rangle=\sqrt{n+1}\,|(n+1)_e\rangle\) follows \(\langle n_e|b=\sqrt{n+1}\,\langle(n+1)_e|\), so

\[
\sqrt{n+1}\,\langle(n+1)_e|0_g\rangle=-\sqrt S\,\langle n_e|0_g\rangle .
\]

Starting at \(n=0\) and applying this \(n\) times gives

\[
\langle n_e|0_g\rangle=\frac{(-\sqrt S)^n}{\sqrt{n!}}\langle0_e|0_g\rangle .
\]

The alternating sign belongs to the convention that oscillator functions have a positive leading coefficient and that \(d>0\). It disappears on squaring. When the dipole varies with \(q\), the overlaps and the matrix elements of \(q\) must use the same convention, because their relative sign affects the strengths.

The remaining factor is a Gaussian integral:

\[
\langle0_e|0_g\rangle=\frac1{\sqrt\pi}\int_{-\infty}^{\infty}
e^{-[q^2+(q-\Delta)^2]/2}\,dq .
\]

Completing the square,

\[
q^2+(q-\Delta)^2=2\left(q-\frac\Delta2\right)^2+\frac{\Delta^2}{2},
\]

and the integral of \(e^{-(q-\Delta/2)^2}\) is \(\sqrt\pi\). Hence

\[
\langle0_e|0_g\rangle=e^{-\Delta^2/4}=e^{-S/2}.
\]

Squaring the overlaps yields the stated law. Its sum is \(e^{-S}\sum_nS^n/n!=1\), as completeness of the excited states demands. Neighbouring lines obey

\[
\frac{P_{n+1}}{P_n}=\frac{S}{n+1}.
\]

For \(S<1\) the origin line has the largest dipole strength. For noninteger \(S>1\) the largest dipole strength belongs to the line with \(n\) equal to the integer part of \(S\); for integer \(S\ge1\), lines \(S-1\) and \(S\) share the maximum. When two neighbouring strengths are nearly equal, the photon-energy factor can give the upper line the larger absorption area.

As a test, both surfaces were diagonalized on a grid for \(S=0.3\), \(0.9143\) and \(3.0\). The squared overlaps for \(n=0\) to \(12\) differ from the formula by at most \(5\times10^{-15}\).

## Why the mean is \(S\)

The sums follow by cancelling factors of \(n!\):

\[
\sum_n nP_n=S e^{-S}\sum_{n\ge1}\frac{S^{n-1}}{(n-1)!}=S,
\]
\[
\sum_n n(n-1)P_n=S^2 .
\]

The variance is thus \(S^2+S-S^2=S\).

The physical reason appears in the difference of the Hamiltonians. The kinetic energies cancel, leaving

\[
H_e-H_g=E_{00}+\frac{\hbar\omega}{2}(\Delta^2-2q\Delta)
=E_{00}+\lambda-\hbar\omega\sqrt{2S}\,q .
\]

Its average in \(|0_g\rangle\) is \(E_{00}+\lambda\), the vertical distance between the surfaces at \(x=0\). The mean line energy must equal it: \(E_{00}+\hbar\omega\langle n\rangle=E_{00}+\lambda\), so \(\langle n\rangle=S\). The spread comes from the zero-point spread of \(q\) over a sloping energy difference.

## Excited and thermal starts

The same operator treats a start in any level \(m\). Let \(k=n-m\) be the gain in quanta. Since \(H_g|m_g\rangle=(m+\tfrac12)\hbar\omega|m_g\rangle\),

\[
\left[H_e-E_{00}-(m+\tfrac12)\hbar\omega\right]|m_g\rangle
=\hbar\omega(S-\sqrt{2S}\,q)|m_g\rangle .
\]

The operator on the left has the value \(k\hbar\omega\) in the state \(|n_e\rangle\). Taking the expectation value and the squared norm, with \(\langle q\rangle=0\), gives

\[
\langle k\rangle=S,\qquad \langle k^2\rangle=S^2+2S\langle q^2\rangle .
\]

From \(q=(a+a^\dagger)/\sqrt2\) one finds \(\langle q^2\rangle=m+\tfrac12\), so

\[
\operatorname{var}(k)=S(2m+1).
\]

In a thermal start every level has the same mean gain, so the variances simply average. With \(\bar n=1/(e^{\hbar\omega/k_BT}-1)\), the result is \(\operatorname{var}(k)=S(2\bar n+1)\). Heating broadens the distribution of dipole strengths without moving its mean energy in this model. The mean weighted by absorption area rises slightly, because the photon-energy factor favours the upper side of a broader distribution.

The individual lines from an excited level do not follow a Poisson law. For \(m=1\), use \(|1_g\rangle=a^\dagger|0_g\rangle\) and \(a^\dagger=b^\dagger+\sqrt S\):

\[
\langle n_e|1_g\rangle=\sqrt n\,\langle(n-1)_e|0_g\rangle+\sqrt S\,\langle n_e|0_g\rangle .
\]

The first two strengths are \(Se^{-S}\) and \((1-S)^2e^{-S}\). At \(S=1\) the second vanishes while the first does not, which no Poisson distribution of nonzero mean can reproduce.

## Small and large displacement

For \(S\ll1\), expansion to first order gives \(P_0\simeq1-S\) and \(P_1\simeq S\), with the other lines of order \(S^2\) or smaller. The spectrum is an origin line with a weak satellite.

For \(S\gg1\), Stirling's formula gives

\[
\ln P_n\simeq-S+n\ln S-n\ln n+n-\tfrac12\ln(2\pi n).
\]

Set \(n=S+y\). Apart from the slowly varying last term, the first derivative is \(\ln(S/n)\), zero at \(n=S\), and the second is \(-1/n\simeq-1/S\). Hence, near the maximum,

\[
P_n\simeq\frac1{\sqrt{2\pi S}}\,e^{-(n-S)^2/(2S)} .
\]

The neglected cubic term is of order \(y^3/S^2\), so this form requires \(|y|\ll S^{2/3}\). The envelope is centred near the vertical energy, with standard deviation \(\hbar\omega\sqrt S=\sqrt{\lambda\hbar\omega}\).

## From strengths to absorption areas

Let a weak pulse \(F(t)\) couple to the molecule through \(-\mu_nF(t)\), where \(\mu_n=\mu\langle n_e|0_g\rangle\) and \(\mu\) is taken along the field. With \(\omega_n=E_n/\hbar\), the first-order amplitude obeys

\[
i\hbar\,\dot c_n=-\mu_nF(t)e^{i\omega_nt},
\]

so that

\[
c_n=\frac{i\mu_n}{\hbar}\tilde F(\omega_n),\qquad
\tilde F(\omega_n)=\int F(t)e^{i\omega_nt}\,dt .
\]

Each transition removes the energy \(E_n\) from the field. The energy absorbed in line \(n\) is therefore

\[
W_n=E_n|c_n|^2=\frac{E_n|\mu_n|^2}{\hbar^2}|\tilde F(\omega_n)|^2 .
\]

The incident energy per frequency interval is proportional to \(|\tilde F|^2\) if the refractive index is constant across the band. The line area of the cross-section, taken on an energy axis, is then proportional to \(E_nP_n\). Normalized,

\[
A_n=\frac{(E_{00}+n\hbar\omega)P_n}{E_{00}+S\hbar\omega}.
\]

The mean of \(n\) weighted by area uses \(\langle n^2\rangle=S^2+S\):

\[
\langle n\rangle_A=\frac{E_{00}S+\hbar\omega(S^2+S)}{E_{00}+S\hbar\omega}
=S+\frac{S\hbar\omega}{E_{00}+S\hbar\omega}.
\]

The photon-energy factor was tested on a driven two-level system, by integrating the work done by a weak resonant Gaussian pulse. For gaps of 3.300 and 3.475 eV, with the same dipole and pulse envelope, the absorbed energies have the ratio 1.0530, equal to the ratio of the gaps.

## Several modes of one frequency

A chromophore can have several active modes of similar frequency. If two independent modes have the same frequency and factors \(S_1\) and \(S_2\), the probability of \(n\) quanta in total is

\[
\sum_{j=0}^n e^{-S_1}\frac{S_1^j}{j!}\,e^{-S_2}\frac{S_2^{n-j}}{(n-j)!}
=e^{-(S_1+S_2)}\frac{(S_1+S_2)^n}{n!},
\]

by the binomial theorem. Repetition covers any number of modes. One effective mode with the summed \(S\) thus reproduces the line strengths of the group if its frequencies are equal. The sum does not use the frequencies, so for slightly different frequencies the strength summed over all states with \(n\) quanta in total still follows this law. Those states no longer share one energy, however: line \(n\) splits into a group whose energy spread grows as \(\sqrt n\), so the single mode describes the shape of the higher lines less well.

## A sensitiser exposed at 365 nm

Take rough values for a fused-ring aromatic sensitiser in an i-line resist film: \(E_{00}=3.30\) eV, \(\hbar\omega=0.175\) eV, \(\lambda=0.16\) eV and \(M=6\) u, the reduced mass of two carbon atoms. Then

\[
S=\frac{0.160}{0.175}=0.914,
\]
\[
d=\ell\sqrt{2S}=6.31\times1.352=8.53\ \text{pm}.
\]

This \(d\) would be a bond-length change if the mode were the stretch of one carbon pair. In a ring mode the motion is shared among many bonds. At fixed \(\lambda\) and \(\omega\), the choice of \(M\) changes \(d\) but not \(S\).

The first strengths are \(P_0=e^{-0.9143}=0.401\), \(P_1=0.9143\times0.4008=0.366\) and \(P_2=0.3665\times0.9143/2=0.168\).

| \(n\) | Energy (eV) | Wavelength (nm) | Strength | Area share |
|---|---|---|---|---|
| 0 | 3.300 | 375.7 | 0.401 | 0.382 |
| 1 | 3.475 | 356.8 | 0.366 | 0.368 |
| 2 | 3.650 | 339.7 | 0.168 | 0.177 |
| 3 | 3.825 | 324.1 | 0.051 | 0.056 |

The vertical energy is 3.46 eV (358 nm), close to the second line. The area-weighted mean is 0.961 instead of 0.914. Reading \(S\) from the uncorrected area ratio of the first two lines would give a value 5.3 % too high, relative to the true \(S\).

Give every strength \(P_n\) a Gaussian shape of standard deviation 0.05 eV and multiply the sum by the photon energy. The exposure energy, 3.397 eV, lies 0.097 eV above the first line and 0.078 eV below the second. The calculated valley between the peaks is at 365.8 nm, and the absorption at 365 nm is 0.43 of the band maximum. Broadening the areas \(A_n\) instead gives 365.9 nm and 0.44, so the last digits depend on this choice. This position follows from the chosen origin: raising \(E_{00}\) by 0.097 eV, with all else fixed, would put the first line at the exposure energy.

## What the model leaves out

The sizes of the perturbations below are round allowances, not computed properties of a molecule. Each is applied alone, and changes are relative to the Poisson ratio \(P_1/P_0=S\).

**Temperature.** At 296 K, \(\bar n=0.001\), and the line ratio, including hot transitions, changes by 0.06 %.

**Unequal frequencies.** Let the excited frequency be \(r\omega\) with \(d\) fixed. The excited lowering operator is now \(b_r=[r(q-\Delta)+d/dq]/\sqrt{2r}\). Because \(d/dq\) acting on \(|0_g\rangle\) gives \(-q\),

\[
b_r|0_g\rangle=\frac{(r-1)q-r\Delta}{\sqrt{2r}}|0_g\rangle .
\]

The product of the two lowest Gaussians is centred at \(q=r\Delta/(1+r)\). Projection on \(\langle0_e|\) therefore gives

\[
\frac{\langle1_e|0_g\rangle}{\langle0_e|0_g\rangle}
=-\frac{2r\Delta}{(1+r)\sqrt{2r}},\qquad
\frac{P_1}{P_0}=S\,\frac{4r}{(1+r)^2}.
\]

For \(r=0.95\) the change is only \(-0.07\,\%\), since it is second order in \(1-r\). The distribution as a whole is more sensitive: its variance divided by its mean is 0.951 instead of 1. Agreement of one line ratio with \(S\) does not establish a Poisson law.

**A varying dipole.** Let \(\mu(q)=\mu(1+\kappa q)\). With \(q=\Delta+(b+b^\dagger)/\sqrt2\) and the overlaps found above,

\[
\frac{\langle0_e|q|0_g\rangle}{\langle0_e|0_g\rangle}=\sqrt{\frac S2},\qquad
\frac{\langle1_e|q|0_g\rangle}{\langle0_e|0_g\rangle}=\frac{1-S}{\sqrt2}.
\]

The amplitude ratio of the first two lines is therefore

\[
\frac{-\sqrt S+\kappa(1-S)/\sqrt2}{1+\kappa\sqrt{S/2}} .
\]

To first order in \(\kappa\), its square is \(S(1-2\kappa/\Delta)\). For \(\kappa=\pm0.05\) this predicts changes of about \(\mp7.4\,\%\); the full calculation gives \(-7.0\,\%\) and \(+7.8\,\%\).

**Anharmonicity.** Replace both parabolas by Morse curves

\[
V(q)=\hbar\omega\,\frac{(1-e^{-\alpha q})^2}{4\chi},\qquad \alpha=\sqrt{2\chi},
\]

which have the same curvature at the minimum, and displace the excited one by \(+\Delta\). For \(\chi=0.005\) the line ratio falls by 13.8 %, the largest change of this ratio among the cases considered. Yet the excited curve at \(q=0\) is higher than before: \((e^{\alpha\Delta}-1)^2/(4\chi)>\Delta^2/2\), because \(e^{\alpha\Delta}-1>\alpha\Delta\). The line ratio then no longer measures the vertical energy. The sign of the change depends on the direction of the displacement: for \(-\Delta\) the ratio rises by a similar amount.

**A low-frequency mode.** Add an independent mode of 0.05 eV with \(S=0.20\). At 296 K it leaves 77 % of the strength in the main lines and moves the rest to sidebands. Summed over its sidebands, each main line keeps its strength \(P_n\), because the final states of the added mode form a complete set. The local absorption does change: at 365 nm it rises from 0.43 to 0.55 of the band maximum, each value being relative to the maximum of its own spectrum, with the origin and Gaussian width held fixed. Part of this rise comes from the lower maximum of the spectrum with the added mode.

For a real resist film, the origin energy and ring-stretch quantum used here are of typical size for a fused-ring aromatic, but the particular molecule and its surroundings set the actual values. Real chromophores break the single-mode assumption, and with the allowance above this raises the relative absorption at 365 nm by about a quarter. Mode mixing and higher electronic states are also left out and have not been sized. A dose estimate at a fixed exposure wavelength therefore needs the film's own absorption at that wavelength; \(S\) alone does not supply it. Further digits, the lines \(n=4\) and \(5\), and the summed strength beyond them are in the numerical output.

## Computed results

```
origin energy E00 = 3.300 eV
vibrational quantum = 0.175 eV
reorganization energy = 0.160 eV
effective mass = 6.0 u
temperature = 296 K, kT = 0.02551 eV
length unit ell = 6.310 pm
displacement d = 8.532 pm
Delta = 1.3522
Huang-Rhys factor S = 0.9143
vertical energy = 3.460 eV = 358.3 nm
n, energy eV, wavelength nm, strength P_n, area share
0  3.300  375.7  0.40080  0.38227
1  3.475  356.8  0.36645  0.36804
2  3.650  339.7  0.16752  0.17672
3  3.825  324.1  0.05105  0.05644
4  4.000  310.0  0.01167  0.01349
5  4.175  297.0  0.00213  0.00257
strength beyond n=5 = 0.00037
signed overlaps n=0,1,2 = 0.6331 -0.6053 0.4093
largest deviation from Poisson law = 5.0e-15
mean, variance of n = 0.9143, 0.9143
start in level 1: mean gain, variance = 0.9143, 2.7429
mean of n by absorption area = 0.9605
pulse work ratio, line 1 to line 0 = 1.0530
photon-energy ratio, line 1 to line 0 = 1.0530
changes of the line 1 to line 0 ratio:
  photon-energy factor: +5.30 %
  temperature: +0.06 %
  excited frequency x 0.95: -0.07 %
  dipole slope +0.05 per ell: -7.03 %
  dipole slope -0.05 per ell: +7.80 %
  Morse anharmonicity 0.005: -13.83 %
  peak heights, photon factor and overlap: +5.43 %
variance/mean, unequal frequencies = 0.9508
thermal occupation, main mode = 0.00105
low mode: quantum 0.050 eV, S 0.20
thermal occupation, low mode = 0.1639
strength left in main lines by low mode = 0.7726
Gaussian width (standard deviation) = 0.050 eV
exposure 365 nm = 3.3968 eV
valley between first two peaks = 365.8 nm
absorption at exposure / maximum = 0.434
same with low mode = 0.553
```
